Bulk Modulus of a Solid with Dilute Spherical Pores

Let a homogeneous, isotropic, linearly elastic solid, called the matrix, have bulk modulus K, shear modulus G, Young modulus E and Poisson ratio ν, with −1 < ν < 1/2. It contains empty spherical pores that occupy a fraction φ of the total volume V. Strains are small, tensile stress is positive, and the pore walls carry no traction. Until surface effects are taken up below, the walls also have no elasticity of their own.

The porous body is loaded by a uniform normal tension S on its outer surface. Its effective bulk modulus K_eff is defined by the fractional change of the total volume, pores included:

ΔV/V = S/K_eff.

The statement to be derived is that, for well-separated pores and at fixed ν,

K_eff/K = 1 − cφ + O(φ²),  c = 3(1 − ν)/[2(1 − 2ν)].

The fractional slope of the bulk modulus at zero porosity is therefore −c. The matrix moduli are held fixed as φ varies.

Consider first one spherical shell, with inner radius a and outer radius b, loaded by S on the outside. By symmetry the displacement is radial, u(r). A radial line element has strain u′, where the prime means d/dr. A circle of radius r becomes a circle of radius r + u, so both tangential strains are u/r. The local volume strain is

Δ = u′ + 2u/r.

With λ = K − 2G/3, Hooke's law gives the radial and tangential (hoop) stresses

σ_r = λΔ + 2Gu′,  σ_t = λΔ + 2Gu/r.

Balance of forces on a small element of the shell requires

σ_r′ + 2(σ_r − σ_t)/r = 0.

Inserting the stresses gives

λΔ′ + 2G(u″ + 2u′/r − 2u/r²) = 0.

The bracket is the derivative of u′ + 2u/r, that is, Δ′. Hence

(λ + 2G)Δ′ = 0.

Since λ + 2G = K + 4G/3 is positive, Δ is a constant, which we call 3A. Multiplying u′ + 2u/r = 3A by r² gives (r²u)′ = 3Ar², and one integration yields

u = Ar + B/r².

The first term is a uniform expansion. The second changes shape but not local volume: its strains are −2B/r³ radially and B/r³ in each tangential direction, and their sum is zero.

For the stresses we need u′ = A − 2B/r³ and u/r = A + B/r³. Because 3λ + 2G = 3K,

σ_r = 3KA − 4GB/r³,
σ_t = 3KA + 2GB/r³.

The inner wall is free, so σ_r(a) = 0 and 4GB/a³ = 3KA. The porosity of the shell is φ = a³/b³. At the outer surface

S = 3KA − 4GB/b³ = 3KA − φ(4GB/a³) = 3KA(1 − φ).

The two constants are therefore

A = S/[3K(1 − φ)],  B = Sa³/[4G(1 − φ)].

The fractional change of the volume inside radius b is 3u(b)/b to first order in strain. Using B/b³ = φB/a³,

3u(b)/b = 3A + 3B/b³
= [S/(1 − φ)][1/K + 3φ/(4G)]
= (S/K)(1 + qφ)/(1 − φ),

with the abbreviation q = 3K/(4G). Dividing S by this volume strain gives the modulus of the shell:

K_eff/K = (1 − φ)/(1 + qφ).

This formula also holds for one kind of extended porous solid. Take a uniform medium of bulk modulus K_eff under mean tension S, and replace a sphere of it by a shell of the same outer radius. The shell has the same surface traction and the same surface displacement as the sphere it replaced, so the surroundings are not disturbed. The replacement can be repeated with shells of many sizes, all of porosity φ, until they fill the volume. For that arrangement the shell formula holds at any porosity below one. For other macroscopically isotropic arrangements of empty pores it is the Hashin–Shtrikman upper bound, a result quoted here without proof: their K_eff cannot exceed it and may lie well below it once φ is not small.

To isolate the initial slope, subtract the formula from one:

1 − (1 − φ)/(1 + qφ) = (1 + q)φ/(1 + qφ).

Now 1/(1 + qφ) = 1 − qφ/(1 + qφ). With c = 1 + q this turns the shell result into

K_eff/K = 1 − cφ + cqφ²/(1 + qφ).

The last term is of second order, so the slope is −c. It remains to express c through ν. From K = E/[3(1 − 2ν)] and G = E/[2(1 + ν)],

K/G = 2(1 + ν)/[3(1 − 2ν)],
q = 3K/(4G) = (1 + ν)/[2(1 − 2ν)].

Adding one over the common denominator gives

c = [2 − 4ν + 1 + ν]/[2(1 − 2ν)]
= 3(1 − ν)/[2(1 − 2ν)].

The remainder term also tells when the straight line is usable. Relative to the shell value, the error of the linear law is

(K_linear − K_shell)/K_shell = −cqφ²/(1 − φ).

For the shell, the straight line lies too low. The line is accurate for the shell when cqφ² ≪ 1 − φ. When q exceeds one, qφ ≪ 1 is enough to ensure this.

A real pore does not sit at the centre of its own shell, so the slope needs an argument that does not use concentric geometry. Let V_m be the matrix volume and V_p = φV the pore volume. Inside the matrix the stress satisfies ∂_jσ_ij = 0, with summation over repeated indices. Therefore σ_ii = ∂_j(x_iσ_ij), and the divergence theorem gives

∫ σ_ii dV over V_m = ∮ x_iσ_ijn_j dA.

The free pore walls contribute nothing to the surface integral. On the outer surface σ_ijn_j = Sn_i, and ∮ x·n dA = 3V, so the integral equals 3SV. In the matrix σ_ii = 3Kε_ii, which gives

∫ ε_ii dV over V_m = SV/K.

The left side is the change in matrix volume, ΔV − ΔV_p. Writing e = ΔV_p/V_p for the average volume strain of the pores, we find

ΔV/V = S/K + φe.

This identity holds within linear elasticity for any shape, size or position of empty pores. The whole problem is thereby reduced to how much a pore opens.

For an isolated spherical pore, let b → ∞ in the shell solution. Then A = S/(3K) and B/a³ = S/(4G), so

e = 3u(a)/a = S/K + 3S/(4G) = cS/K.

Hence K/K_eff = 1 + cφ to leading order, and taking the reciprocal gives K_eff/K = 1 − cφ again.

This step requires that neighbours and outer surfaces alter e by an amount that vanishes as φ → 0. The disturbance around a pore is B/r², whose strain falls as (a/r)³. In addition, this displacement is −B times the gradient of 1/r. Since 1/r is harmonic away from the pore, the strain and all its gradients are symmetric, traceless tensors. A spherical pore's volume change is a scalar, and no scalar can be formed linearly from such tensors. The direct field of one pore therefore does not change the volume of another; an effect first appears when the field is scattered by one pore and then reaches another, or returns to its source. Pores in tight clusters are excluded, because their mutual effect can survive even when the overall porosity is small.

The effect of an outer surface can be seen in a sphere whose single pore is displaced from the centre by 0.4 of the outer radius. For ν = 0.25, where c = 2.25, a numerical solution gives (K/K_eff − 1)/φ = 2.2549 at φ = 0.1 % and 2.2898 at φ = 0.8 %. These exceed c by about 0.22 % and 1.77 % of c. A centred pore, for which the shell formula gives c/(1 − φ), would already exceed it by 0.100 % and 0.806 %; the rest is due to the displacement. Raising the porosity eightfold raises the deviation about eightfold, as expected of a correction proportional to φ. The initial slope is unaffected by the displacement.

The two parts of c = 1 + q have distinct meanings. If the pore opened with the same volume strain S/K as the distant matrix, e would be S/K and the slope would be −1. This is the cost of missing material. The free wall, however, cannot supply the radial tension S that the removed material supplied. The pore opens further, by 3S/(4G), and the surrounding matrix resists that extra opening through its shear stiffness alone, because the B/r² field has no volume strain. This is the origin of q.

The limits follow this picture. As ν → −1, K/G tends to zero, the matrix is relatively stiff in shear, and c → 1. At ν = 0, c = 1.500; at ν = 0.25 it is 2.250; at ν = 0.40 it is 4.500; and at ν = 0.45 it is 8.250. The growth towards ν = 1/2 does not mean that a vanishing pore fraction removes all stiffness. It means that the linear range shrinks. If φ is held fixed while K → ∞ at fixed G, the shell formula gives

K_eff = K(1 − φ)/[1 + 3Kφ/(4G)] → 4G(1 − φ)/(3φ).

The matrix can then no longer change volume, but the porous body can, by distorting the matrix so that the pores open or close. Its bulk stiffness is set by G. For the ratio K_eff/K at fixed G, the limits φ → 0 and ν → 1/2 cannot be interchanged: taking φ → 0 first gives one, while taking ν → 1/2 first gives zero.

The same solution gives the stress at the wall of an isolated pore. With 3KA = S and 2GB/a³ = S/2,

σ_t(a) = S + S/2 = 3S/2.

At a finite shell porosity this becomes 3S/[2(1 − φ)]. At φ = 0.1 %, a numerical minimisation of the elastic energy gives 1.502S, in agreement.

For a worked example take round parameters in the rough regime of a porous interlayer dielectric, the insulating film between metal lines on a chip: E = 12 GPa and ν = 0.25 for the matrix, pore radius a = 1 nm, film thickness 200 nm, and a mean tension S = 50 MPa. Then

K = 12/(3 × 0.5) = 8.0 GPa,
G = 12/(2 × 1.25) = 4.8 GPa,
q = 3 × 8.0/(4 × 4.8) = 1.25,
c = 1 + 1.25 = 2.25.

Energy minimisation for the shell, extrapolated to zero porosity, also gives c = 2.2500. At φ = 5 % the linear law predicts

K_eff = 8.0 × (1 − 2.25 × 0.05) = 7.10 GPa,

while the shell formula gives

K_eff = 8.0 × 0.95/(1 + 1.25 × 0.05) = 7.15 GPa.

The linear value is 0.74 % below the shell value. Five percent of pores thus removes about 11 % of the bulk modulus. At φ = 25 % the linear law gives 3.50 GPa and the shell formula 4.57 GPa, a difference of 23 % relative to the shell value. Here qφ = 0.31 is no longer small, and the initial slope is a poor guide to the shell value.

Under the chosen tension an isolated pore has volume strain

e = 2.25 × 0.050/8.0 = 0.0141,

or 1.41 %. One third of this, 0.47 %, is the hoop strain at its wall, small enough for linear strain measures. For an inert wall, the hoop stress there is 1.5 × 50 = 75 MPa. This value belongs to equal tension in all directions; a film stressed mainly in its plane also carries shear. With equal tensions in the plane and none through the thickness, the largest wall stress is about twice this value at the same mean tension.

A radius of 1 nm is only a few atomic spacings, so the continuum description is itself approximate here. The assumption of an inert wall also needs examination. Suppose that the pore resists opening with an effective inner bulk modulus K_i, so that

σ_r(a) = 3K_iu(a)/a.

For an isolated pore put β = B/a³. The wall condition is

3KA − 4Gβ = 3K_i(A + β),

hence β = 3(K − K_i)A/(4G + 3K_i). Adding A and using 3A = S/K,

e = 3(A + β) = (S/K)(K + 4G/3)/(K_i + 4G/3).

The filled pore now carries part of the load. The averaging argument becomes 3K(ΔV − ΔV_p) + 3K_iΔV_p = 3SV, or

ΔV/V = S/K + φ(1 − K_i/K)e.

The slope magnitude for such pores is therefore

c_i = (K − K_i)(K + 4G/3)/[K(K_i + 4G/3)],

which returns to c when K_i = 0.

Let the wall have a surface tension that rises by κ times its fractional increase in area. That increase is 2u(a)/a, so the tension rises by 2κu(a)/a. Balance on a hemisphere of the wall equates πa²σ_r to 2πa times this rise, giving σ_r(a) = 4κu(a)/a². Comparison with the definition of K_i yields

K_i = 4κ/(3a).

Any tension already present before loading is neglected here, which requires it to be small compared with κ. Real walls need not meet this condition, and even a prior tension of 0.1 N/m puts a radial stress of 2 × 0.1 N/m / 1 nm = 200 MPa on the wall, four times the applied S. For an assumed κ = 1 N/m and a = 1 nm, K_i = 1.33 GPa, and

c_i = (6.67 × 14.4)/(8.0 × 7.73) = 1.55.

This is 31 % below c. At 5 % porosity the linear estimate rises from 7.10 to 8.0 × (1 − 1.55 × 0.05) = 7.38 GPa. The value of κ sets a scale and is not a property of a particular wall. Its sign is also assumed: for κ = −1 N/m the same formula gives c_i = 3.32, which is 47 % above c. Since K_i varies as 1/a at fixed κ, the effect fades for larger pores.

Trapped gas can be treated with the same formula. At constant temperature an ideal gas has bulk modulus equal to its pressure. One atmosphere, 101 kPa, is so small beside 4G/3 = 6.4 GPa that c changes by only −0.003 %. At this pressure and room temperature a pore of 1 nm radius holds only about 0.1 molecule on average, so for such pores the gas modulus is meant as an average over many pores.

Pore shape matters more than gas. For an isolated spheroidal pore whose short axis is half its two equal long axes, a numerical calculation with the elastic Green function, the displacement due to a point force, gives c = 2.52, which is 12 % above the spherical value. The same calculation gives 2.2500 for a sphere. Under equal tension in all directions the volume opening does not depend on how the spheroid is oriented, so the number holds for aligned and for randomly oriented pores.

Set beside real porous interlayer dielectrics, the nanometre pore size and the matrix modulus of order 10 GPa are of a reasonable rough magnitude, but 5 % porosity is low: strongly porous films can contain pore fractions of some tens of percent. At such porosities the pores are no longer dilute, and the linear law is then 23 % too low at φ = 25 % if the shell formula is taken as the comparison. Since that formula is an upper bound, this is the largest possible shortfall; for other arrangements it is smaller, for example about 18 % against the differential effective-medium estimate (4.24 GPa) and 6 % against the self-consistent one (3.71 GPa). Pores that join into channels lie outside both formulas. Surface elasticity changes the initial slope itself: for the assumed κ it lowers the slope magnitude by 31 %, although its effect on K_eff vanishes as φ → 0. The film faces matter mainly for the pores nearest to them, because the strain disturbance of a pore falls as the cube of distance. The layers within two pore radii of either face make up 4 × 1/200 = 2 % of the thickness. A change of process may also alter the matrix itself, whereas K and G were held fixed here.

The result concerns K_eff alone. A film bonded to a stiff substrate and strained through its thickness, if isotropic, responds with K_eff + 4G_eff/3, where G_eff is the effective shear modulus; an indentation modulus likewise depends on shear. The slope −c must not be applied directly to either quantity. Further digits of the values used here are in the numerical output below.

Computed results

```
matrix Young modulus: 12.0 GPa
matrix Poisson ratio: 0.25
matrix bulk modulus K: 8.000 GPa
matrix shear modulus G: 4.800 GPa
q = 3K/(4G): 1.2500
slope magnitude c, formula: 2.2500
c, radial energy calculation: 2.2500
c, Green-function integral: 2.2500
c at Poisson ratio 0.00: 1.500
c at Poisson ratio 0.25: 2.250
c at Poisson ratio 0.40: 4.500
c at Poisson ratio 0.45: 8.250
porosity: 5 %
  linear K_eff: 7.100 GPa
  shell K_eff: 7.153 GPa
  shell K_eff, energy calc.: 7.153 GPa
  linear minus shell: -0.74 %
porosity: 25 %
  linear K_eff: 3.500 GPa
  shell K_eff: 4.571 GPa
  shell K_eff, energy calc.: 4.571 GPa
  linear minus shell: -23.44 %
largest relative shell-test error: 8.1e-08
largest relative slope-test error: 2.8e-05
shifted pore: centre offset 0.4 of outer radius
  porosity 0.1 %: compliance slope 2.2549
    deviation from c: 0.216 %
  porosity 0.8 %: compliance slope 2.2898
    deviation from c: 1.769 %
mean tension S: 50 MPa
isolated-pore volume strain: 1.406 %
wall hoop strain: 0.469 %
hoop stress / S, numerical: 1.502
wall hoop stress, 3S/2: 75.0 MPa
oblate pore aspect ratio: 0.50
c for oblate pores: 2.5230
change of c from shape: 12.1 %
pore radius: 1.0 nm
assumed surface modulus kappa: 1.0 N/m
surface-equivalent K_i: 1.333 GPa
c with surface elasticity: 1.5517
change of c from surface: -31.0 %
gas pressure: 101.325 kPa
change of c from gas: -0.0028 %
film thickness: 200 nm
film within 2 radii of a face: 2.0 %
```
